# Why Resistivity Can Fall as Topological-Semimetal Films Become Thinner

A model semimetal film 80 nm thick has a resistivity of 196 µΩ cm. At 2 nm, with the same bulk material and the same surfaces, the value is 86 µΩ cm. If the surface states are removed and all else is held fixed, the thinner film instead has the higher resistivity: 426 µΩ cm, against 205 µΩ cm at 80 nm. Thinning by itself therefore does not improve conduction. Something at the surfaces reverses the trend, and it must be strong enough to overcome the extra scattering that thin films suffer.

## What a falling resistivity means

Let $t$ be the thickness and $G$ the sheet conductance, the conductance of a square of film. The resistivity assigned to the film is

$$\rho(t)=\frac{t}{G(t)} .$$

The quotient rule gives, with a prime for $d/dt$,

$$\frac{d\rho}{dt}=\frac{G-tG'}{G^2}.$$

Resistivity falls on thinning when this derivative is positive. The numerator has a simple geometric meaning: the tangent to $G(t)$, drawn at thickness $t$ and extended back to zero thickness, meets the conductance axis at $G-tG'$. The condition is that this intercept be positive.

Suppose the two surfaces together contribute a conductance $G_s$ that does not depend on $t$, in parallel with a bulk of constant conductivity $\sigma_0$. Then $G=G_s+\sigma_0t$, the intercept is $G_s$, and

$$\frac{d\ln\rho}{d\ln t}=1-\frac{tG'}{G}
=1-\frac{\sigma_0t}{G_s+\sigma_0t}=\frac{G_s}{G}.$$

The logarithmic slope equals the surface share of the conductance. The fall therefore begins before the surfaces dominate. Dominance makes it steep: when $G_s\gg\sigma_0t$, resistivity is nearly $t/G_s$, proportional to thickness.

The sheet resistance $1/G$ behaves differently. Thinning removes bulk conduction, so $G$ decreases and the sheet resistance rises. Resistivity falls because $G$ decreases by a smaller factor than $t$.

## How much can the surfaces carry?

Take non-degenerate surface states with energy $\varepsilon(\mathbf k)$, velocity $\mathbf v$ and relaxation time $\tau$. For electrons of charge $-e$ in a weak field $E$ along $x$, the steady Boltzmann equation is

$$-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

To first order in $E$, $f$ on the left may be replaced by the equilibrium occupation $f_0$. Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$,

$$f-f_0=eE\tau v_x\frac{\partial f_0}{\partial\varepsilon}.$$

The sheet current is $-e\int v_x(f-f_0)\,d^2k/(2\pi)^2$. At low temperature $-\partial f_0/\partial\varepsilon$ becomes a delta function at the Fermi energy $E_F$, so one surface has

$$G_{xx}=e^2\int\frac{d^2k}{(2\pi)^2}\,\tau v_x^2\,
\delta(\varepsilon-E_F).$$

Write $d^2k=dk_\parallel\,d\varepsilon/(\hbar v)$, with $k_\parallel$ measured along the Fermi contour, and assume a constant mean free path $\lambda_s=v\tau$. Because $(2\pi)^2\hbar=2\pi h$,

$$G_{xx}=\frac{e^2}{h}\frac{\lambda_s}{2\pi}
\int\frac{v_x^2}{v^2}\,dk_\parallel .$$

The expression for $G_{yy}$ has $v_y^2$ in place of $v_x^2$. The two fractions add to one, so the average over the two directions is

$$\frac{G_{xx}+G_{yy}}2=\frac{e^2}{h}\frac{K\lambda_s}{4\pi},$$

where $K$ is the total contour length on one surface. For both surfaces,

$$G_s=2\,\frac{e^2}{h}\frac{K\lambda_s}{4\pi}.$$

This is a directional average. A straight Fermi arc whose states all move along $x$ conducts along $x$ with the factor $1/(2\pi)$ and not at all along $y$. Real contours lie between this case and an isotropic one. The straight arc also shows a limit of the relaxation-time form: scattering among states that all share one velocity does not relax the current, so for such an arc a finite $\lambda_s$ must come from scattering into the bulk or to the opposite surface. Here $\lambda_s$ is simply an input.

In the example $K=30\ \mathrm{nm^{-1}}$ and $\lambda_s=10$ nm, so

$$G_s=2(0.03874\ \mathrm{mS})\frac{30\times10}{4\pi}=1.85\ \mathrm{mS}.$$

## What the bulk loses at the boundaries

For $g$ spherical, non-degenerate bulk pockets of Fermi wavevector $k_F$ and mean free path $\lambda_b$, the same argument in three dimensions, with $v_x^2$ averaging to $v^2/3$, gives

$$\sigma_0=g e^2\,\frac{4\pi k_F^2}{(2\pi)^3\hbar v}\,
\frac{v^2}{3}\,\frac{\lambda_b}{v}
=\frac{g e^2k_F^2\lambda_b}{6\pi^2\hbar}.$$

In a film, electrons also reach the boundaries. Assume fully diffuse boundaries: an electron leaving a surface has forgotten the momentum it gained from the field. Let $z$ run from 0 to $t$ across the film, let $u=v_z/v$, and write the disturbance as its bulk value times a factor $\phi(z,u)$. The Boltzmann equation now contains the term $v_z\,\partial f/\partial z$. Dividing it by the bulk solution gives

$$\lambda_b u\frac{d\phi}{dz}+\phi=1 .$$

Electrons with $u>0$ leave the lower surface with $\phi(0)=0$, hence $\phi=1-e^{-z/(\lambda_bu)}$. Those with $u<0$ give the mirror image. Integration across the film yields

$$\int_0^t\phi\,dz=t-\lambda_bu
\left(1-e^{-t/(\lambda_bu)}\right).$$

The in-plane factor $v_x^2/v^2$, averaged over azimuth, is $(1-u^2)/2$. Dividing by the bulk average $1/3$ gives the weight $\frac32(1-u^2)$, whose integral over $0<u<1$ is one. Therefore

$$G_b=\frac{3\sigma_0}{2}\int_0^1(1-u^2)
\left[t-\lambda_bu\left(1-e^{-t/(\lambda_bu)}\right)\right]du .$$

To find the tangent intercept, abbreviate $a=\lambda_bu$. The bracket has derivative $1-e^{-t/a}$, so subtracting $t$ times its derivative leaves

$$t-a+ae^{-t/a}-t+te^{-t/a}
=-\left[a-(a+t)e^{-t/a}\right].$$

Thus $G_b-tG_b'=-L(t)$, with

$$L(t)=\frac{3\sigma_0}{2}\int_0^1(1-u^2)
\left[a-(a+t)e^{-t/a}\right]du .$$

The new bracket vanishes at $t=0$, and its derivative is $(t/a)e^{-t/a}$, which is positive. So $L$ rises steadily from zero towards its thick-film limit

$$L_\infty=\frac{3\sigma_0\lambda_b}{2}\int_0^1(u-u^3)\,du
=\frac38\sigma_0\lambda_b .$$

With the surface channel added,

$$G-tG'=G_s-L(t),\qquad
\frac{d\ln\rho}{d\ln t}=\frac{G_s-L(t)}{G}.$$

This gives two regimes within the model:

- If $G_s\ge\frac38\sigma_0\lambda_b$, resistivity falls on thinning at every thickness, because $L$ stays below its limit in any finite film.
- If $0<G_s<\frac38\sigma_0\lambda_b$, thinning a thick film first raises its resistivity. Below the one thickness where $L(t)=G_s$, further thinning lowers it.

For the fall to extend to thick films, the surface channel must therefore do more than exist. It must be at least $\frac38\sigma_0\lambda_b$, the conductance that the bulk of a thick film loses to fully diffuse boundaries. If a fraction $p$ of electrons reflects specularly, this loss, and with it the threshold, is reduced by the factor $1-p$.

## The numbers behind the fall

The bulk resistivity is 200 µΩ cm, or $\sigma_0=5\times10^5$ S/m, and $\lambda_b=5$ nm. The largest boundary loss is

$$\frac38(5\times10^5\ \mathrm{S/m})(5\times10^{-9}\ \mathrm m)
=0.94\ \mathrm{mS}.$$

This is less than $G_s=1.85$ mS, so the first regime applies. At 2 nm the bulk still supplies 0.470 mS, and

$$\rho=\frac{2\times10^{-9}\ \mathrm m}
{(1.850+0.470)\times10^{-3}\ \mathrm S}
=8.62\times10^{-7}\ \Omega\,\mathrm m=86.2\ \mu\Omega\,\mathrm{cm}.$$

The surfaces carry 80% of the current at this thickness, 52% at 5 nm and 31% at 10 nm. The 10 nm film already has a resistivity of 168 µΩ cm, below the bulk value, although the bulk carries most of its current. Meanwhile the sheet resistance rises from 24 Ω at 80 nm to 431 Ω at 2 nm.

Now shorten $\lambda_s$ to 2 nm and hold everything else fixed. Then $G_s=0.37$ mS, less than the thick-film loss. Resistivity rises on thinning to a peak of 246 µΩ cm at 3.1 nm and falls below that thickness. The surface path must be at least 5.1 nm for the fall to hold at every thickness.

The same comparison shows why this surface channel cannot reverse the thick-film trend of a good metal with diffuse boundaries. For a round resistivity of 2 µΩ cm and a mean free path of 40 nm, the boundary loss is

$$\frac{3\times40\times10^{-9}\ \mathrm m}
{8\times2\times10^{-8}\ \Omega\,\mathrm m}=0.75\ \mathrm S,$$

about 400 times $G_s$. A poorly conducting bulk with a short mean free path has much less to lose.

## Where a thickness-independent channel comes from

So far the constancy of $G_s$ has been assumed. A lattice model shows how it can arise. With unit hopping and unit layer spacing, take

$$H=\sin k_x\,\sigma_z+M\sigma_x+\sin k_z\,\sigma_y,$$
$$M=m-\cos k_y+2-\cos k_x-\cos k_z ,$$

where the $\sigma_i$ are Pauli matrices. For $m=0$ the bulk bands touch at $k_x=k_z=0$, $k_y=\pm\pi/2$. These are Weyl nodes.

Cut the crystal into $N$ layers along $z$. Define $\mu=m-\cos k_y+2-\cos k_x$. In the layer basis

$$H=\begin{pmatrix}\sin k_x&A\\A^{T}&-\sin k_x\end{pmatrix},
\qquad (A\psi)_j=\mu\psi_j-\psi_{j+1}.$$

A state in the lower component with $A\psi=0$ has energy $-\sin k_x$. The condition requires $\psi_{j+1}=\mu\psi_j$, which decays away from the first layer if $0<\mu<1$. Similarly, $A^T\psi=0$ gives a state of energy $+\sin k_x$ at the other surface. At $k_x=0$ and $m=0$, $\mu=1-\cos k_y$, so these states exist for $|k_y|<\pi/2$. They form an arc of length $\pi$ joining the projections of the two nodes. Adding layers does not lengthen the arc; it adds bulk states.

Conduction at constant relaxation time is measured by the Drude weight, $\int dk_y/(2\pi)$ of the sum of $|v_x|$ over Fermi crossings. Near the node energy $|v_x|\approx1$, so two arcs give $2\pi/(2\pi)=1$. Diagonalizing the films at energy 0.05 gives 0.90 for 12 layers and 0.97 for 24. Doubling the thickness barely changes the conduction. The shortfall comes from the arc ends, where $\mu$ approaches one, the decay becomes slow and the two surfaces mix.

At energy 0.40 the bulk conducts too. After subtraction of the bulk weight per layer times $N$, the surplus is 0.76, 0.74 and 0.76 for 12, 18 and 24 layers. It is positive and nearly constant. It is a net surface effect, since it also includes the change that the boundaries make to the bulk states.

For comparison, set $m=1.2$. The bulk still conducts at this energy, but $\mu\ge1.2$ and there are no surface states of the above kind. The surplus becomes a deficit of 0.06 to 0.07, and resistivity is higher at 12 layers than at 24. The lattice boundaries are smooth, so this comparison isolates the states from diffuse scattering.

Topology thus supplies the surface states, but it does not fix $\lambda_s$ or ensure that $G_s$ is large. Nor does a positive intercept prove a topological origin: an ordinary conducting surface layer of constant conductance would enter $G(t)$ in the same way.

## Where the model fails

The opposite surface states overlap in a thin film. Normalized to one, each has squared amplitude $1-\mu^2$ on its own surface layer when $\mu^N\ll1$. Acting with $A$ on the first state leaves a remainder only at the last layer, and its overlap with the other state is

$$\epsilon\approx(1-\mu^2)\mu^N .$$

Put $\mu=e^{-1/\ell}$, with $\ell$ the decay length in layers. For $\ell\gg1$, $1-\mu^2\approx2/\ell$. Restoring units gives

$$\epsilon\approx\frac{2\hbar v}{\ell}e^{-t/\ell}.$$

For $v=3\times10^5$ m/s, $\ell=0.5$ nm and $t=2$ nm this is roughly 14 meV, comparable with the surface broadening $\hbar v/\lambda_s\approx20$ meV. Such a decay length spans only a layer or two in a real crystal, so the estimate gives no more than the order of magnitude; the lattice form $(1-\mu^2)\mu^N$ with layer spacings of 0.25 to 0.5 nm gives a smaller 6 to 9 meV. If $\epsilon$ does not vary with $k_x$, the mixed states have energy $\sqrt{(\hbar vk_x)^2+\epsilon^2}$, so at the Fermi energy their velocity is $v\sqrt{1-\epsilon^2/E_F^2}$. If the surface Fermi energy equals the bulk value of 0.20 eV, the direct reduction of velocity is then about 0.3% for this decay length. States nearer the arc ends decay more slowly and mix more, so the figure is not an average over the contour. Mixing also permits scattering between the surfaces, however, which can shorten $\lambda_s$; that effect is not included in the 0.3%.

Bulk confinement affects the 2 nm result more than this direct reduction of velocity does. With 24 pockets, the assumed bulk conductivity requires $k_F=1.0\ \mathrm{nm^{-1}}$. For a scalar wave between hard walls the lowest standing wave has $k_z=\pi/t$, which exceeds $k_F$ below 3.1 nm. Weyl states obey different boundary conditions. In the lattice model above, the levels at a node lie near $k_z=(n-\tfrac12)\pi/t$, so the first drops out near 1.5 nm and the second near 4.6 nm, and a 2 nm film keeps only one. These thicknesses are scales and not sharp thresholds. At 2 nm the semiclassical bulk contribution is unreliable. Removing it entirely raises the 2 nm resistivity from 86 to 108 µΩ cm, still well below the bulk value. The peak of the weak-surface case lies at this same thickness by accident, since its position depends on $K\lambda_s$ and $\pi/k_F$ does not. The falling branch below that peak is accordingly a property of the model, not a dependable prediction.

A non-conducting damaged layer of thickness $d$ replaces $G_b(t)$ by $G_b(t-d)$. In a thick film this lowers the intercept by $\sigma_0d$. The fall survives there only if

$$d<\frac{G_s-L_\infty}{\sigma_0}=1.8\ \mathrm{nm}.$$

Two smaller effects can be sized. Thermal smearing at 300 K, at fixed chemical potential and mean free path, changes the bulk conductivity by 5.6%. A one-channel estimate of quantum interference, with a phase length of 50 nm, is 2.1% of the conductance of a surface.

The parameters are round values chosen to give resistivities of the order reported for ultrathin niobium phosphide films near room temperature, not a fit. The 24 separate spherical pockets are an idealization: in the real material the cones around neighbouring nodes merge well below 0.20 eV. The resistivity curves need only $\sigma_0$, $\lambda_b$ and $G_s$, but the confinement and thermal estimates rest on these pockets. Ultrathin films of the compound have been reported with resistivities that fall on thinning, from very roughly 200 µΩ cm to a few tens of µΩ cm. Those films are largely non-crystalline and are grown on a niobium seed layer, so the pockets and arcs of a crystal are not shown to be the cause there. The model reproduces the direction but not the lowest values. Its least secure inputs are $K$ and $\lambda_s$; $K=30\ \mathrm{nm^{-1}}$ is about 1.6 times the zone width for a lattice constant of 0.33 nm, and three times the single arc of the lattice model at that spacing. Halving $\lambda_s$ to 5 nm halves $G_s$ and raises the 2 nm resistivity to about 143 µΩ cm. Real films can also change in composition, disorder and grain structure with thickness, so that $\sigma_0$ and $G_s$ are no longer constants. Scattering between surface and bulk states enters only through the assumed $\lambda_s$, although for open arcs it may be what sets that length, and it would couple the two channels that are simply added here. Contact resistance is a separate addition and is also omitted.

For a flat interconnect much wider than it is thick, the condition for a fall that extends to thick films is therefore quantitative: the surface conductance must survive processing and exceed the bulk's boundary loss plus any loss to a damaged layer. Even then, at fixed length and width, the thinner film has the higher resistance. Its advantage is that the resistance rises less than in proportion to $1/t$. A narrow line also scatters electrons at its sidewalls, so the film condition does not carry over to it unchanged. The numerical output below gives the full set of values.

## Numbers as computed

```
LATTICE (unit hopping; Drude weight dimensionless)
Fermi energy 0.40; masses: Weyl 0.0, control 1.2
bulk weight per layer: Weyl 0.0345, control 0.0217
12 layers: Weyl total 1.173, surplus 0.759; control 0.204, -0.057
18 layers: Weyl total 1.357, surplus 0.735; control 0.318, -0.072
24 layers: Weyl total 1.584, surplus 0.755; control 0.448, -0.072
near node (E=0.05): 12 layers 0.898, 24 layers 0.970
arc-length prediction: 1.000
ellipse conductance / (e^2/h): xx 1.140, yy 0.401
EXAMPLE INPUTS
bulk resistivity: 200 uohm cm
mean free paths: bulk 5 nm, surface 10 nm
nodes: 24; contour per surface: 30 nm^-1
velocity: 3.0e+05 m/s; temperature: 300 K
surface decay length: 0.5 nm; phase length: 50 nm
EXAMPLE RESULTS
conductance quantum e^2/h: 0.03874 mS
bulk conductivity: 5.00e+05 S/m
surface conductance, both surfaces: 1.850 mS
thick-film boundary loss: 0.938 mS
constant-bulk crossover thickness: 3.70 nm
bulk Fermi wavevector: 1.007 nm^-1; energy: 0.199 eV
bulk carrier density: 4.14e+20 cm^-3
t=2 nm: bulk conductance 0.470 mS, surface share 79.7 %
  rho 86.2, without surface 425.7 uohm cm; sheet R 431.1 ohm
t=5 nm: bulk conductance 1.710 mS, surface share 52.0 %
  rho 140.5, without surface 292.5 uohm cm; sheet R 280.9 ohm
t=10 nm: bulk conductance 4.096 mS, surface share 31.1 %
  rho 168.2, without surface 244.2 uohm cm; sheet R 168.2 ohm
t=20 nm: bulk conductance 9.065 mS, surface share 16.9 %
  rho 183.2, without surface 220.6 uohm cm; sheet R 91.6 ohm
t=80 nm: bulk conductance 39.063 mS, surface share 4.5 %
  rho 195.5, without surface 204.8 uohm cm; sheet R 24.4 ohm
constant-bulk log slope at 10 nm: 0.270; share 0.270
weak surface: path 2 nm, conductance 0.370 mS
weak-surface peak: 3.12 nm, 246.4 uohm cm
LIMITS AND NEGLECTED EFFECTS
minimum surface path for fall at all t: 5.07 nm
largest dead layer for thick-film fall: 1.82 nm
bulk confinement thickness pi/k_F: 3.12 nm
2 nm resistivity with no bulk conduction: 108.1 uohm cm
2 nm hybridization energy: 14.5 meV
surface broadening: 19.7 meV
hybridization velocity loss: 0.27 %
thermal correction to bulk conductivity: 5.6 %
interference correction per surface: 2.1 %
good-metal inputs: 2 uohm cm, path 40 nm
good-metal boundary loss: 750 mS; ratio to surface 405
```
